# B-spline structure factors for the ion-electron potential: algorithm and error, part 2

The ion-electron potential of \(N\) ions is built by spreading them on a periodic grid with B-splines \(M_n\) of even order \(n\) and taking an FFT, in place of the direct sum for \(S\). The algebra is in atomic units. The cell has volume \(\Omega\) and \(K_i\) points per axis, with spacing \(h\) on a cubic grid. Ion \(\kappa\) at \(\mathbf R_\kappa\) has grid coordinates \(u_{\kappa i}\) (\(K_i\) times the fractional ones), and \(w=u-\lfloor u\rfloor\). A mode \(\mathbf G\) with integers \(m_i\) has \(x_i=m_i/K_i\) and \(\theta_i=2\pi x_i\); modes with \(|x_i|<\tfrac12\) are kept. For one species with pseudopotential \(v(r)\) and transform \(v(G)\),

\[
V(\mathbf G)=\frac{v(G)S(\mathbf G)}{\Omega},\qquad S(\mathbf G)=\sum_{\kappa=1}^N e^{-i\mathbf G\cdot\mathbf R_\kappa}.
\]

The splines, supported on \([0,n]\), give the weights \(M_n(w+j)\), \(j=0,\dots,n-1\), and obey

\[
M_n'(y)=M_{n-1}(y)-M_{n-1}(y-1). \tag{2}
\]

\[
(n-1)M_n(y)=y\,M_{n-1}(y)+(n-y)\,M_{n-1}(y-1). \tag{3}
\]

On each axis the phase is replaced by

\[
e^{-i\theta u}\approx b(\theta)\sum_kM_n(u-k)e^{-i\theta k},\qquad \frac1{b(\theta)}=\sum_{j=1}^{n-1}M_n(j)\,e^{i\theta j}. \tag{4}
\]

Multiplied over axes and summed over ions, this turns \(S\) into \(\tilde S\) and \(V\) into \(\tilde V=V+\delta V\). The relative error \(\varepsilon(u)\) of the phase vanishes on grid points and obeys

\[
(1+A)\,\varepsilon(u)=-\sum_{j\ge0}(-1)^j\binom{n+j-1}{j}(-i\theta)^p\,\beta_p(u),\qquad\beta_p(u)=\frac{B_p(u)-B_p}{p!}, \tag{7}
\]

with \(p=n+j\), \(A=\sum_{l\ne0}[x/(x+l)]^n\), Bernoulli polynomials \(B_p(u)\) and \(B_p\equiv B_p(0)\). For \(u\) in the unit interval,

\[
\sigma_p(u)=\sum_{l\ne0}\frac{e^{-2\pi ilu}}{l^p}=-\frac{(-2\pi i)^p}{p!}B_p(u).
\]

At leading order the errors of the three axes add, and \((-i\theta_i)^p\) acts on \(e^{-i\mathbf G\cdot\mathbf R}\) as \((h\,\partial_i)^p\) on a cubic grid. With \(W_0=\prod_i(1+A_i)^{-1}\), the potential error is bounded by

\[
|\delta V(\mathbf r)|\le\frac{2N}\Omega\sum_{\mathbf G}|v(G)|\,(1-W_0). \tag{6}
\]

## Energy and forces

With \(\rho_{\mathbf G}=\Omega^{-1}\int\rho\,e^{-i\mathbf G\cdot\mathbf r}d^3r\) and \(c_{\mathbf G}=\rho_{\mathbf G}^*v(G)\),

\[
E_{ie}=\Omega\sum_{\mathbf G}\rho^*_{\mathbf G}V(\mathbf G)=\sum_\kappa\varphi(\mathbf R_\kappa),\qquad\varphi(\mathbf R)=\sum_{\mathbf G}c_{\mathbf G}\,e^{-i\mathbf G\cdot\mathbf R}.
\]

Inserting \(\tilde S\) and exchanging the sums,

\[
\tilde E_{ie}=\sum_\kappa\sum_{\mathbf k}\Phi(\mathbf k)\prod_iM_n(u_{\kappa i}-k_i),\qquad\Phi(\mathbf k)=\sum_{\mathbf G}c_{\mathbf G}\,b_1b_2b_3\,e^{-i\sum_i\theta_ik_i}.
\]

Each ion contributes a periodic spline of degree \(n-1\) that equals \(\varphi\) on grid points, since \(\varepsilon\) vanishes there. The scheme is spline interpolation of the energy surface \(\varphi\). From (7), at fixed density and for a cubic grid,

\[
\delta E\approx-h^n\sum_{\kappa,i}\beta_n(u_{\kappa i})\,\partial_i^n\varphi(\mathbf R_\kappa). \tag{8}
\]

The force is the derivative of the same expression. With \(\partial u_i/\partial R_i=1/h\), the component \(\tilde F_{\kappa i}\) is \(-h^{-1}\sum_{\mathbf k}\Phi(\mathbf k)\prod M_n\) with the factor of axis \(i\) replaced by (2). It costs one FFT per species and \(O(n^3)\) per ion. Differentiating (8), the derivative acting on \(\beta_n\) brings \(1/h\) and \(\beta_n'=B_{n-1}/(n-1)!\), while the derivative acting on \(\varphi\) brings no such factor:

\[
\delta F_{\kappa i}=h^{n-1}\,\frac{B_{n-1}(u_{\kappa i})}{(n-1)!}\,\partial_i^n\varphi(\mathbf R_\kappa)+O(h^n). \tag{9}
\]

One order is lost because the energy error ripples with the period of the grid. By \(\sigma_p\), an odd-index \(B_{n-1}(u)\) is a sine series, so for \(n\ge4\) this leading force error vanishes at \(u=0\) and \(u=\tfrac12\).

In a self-consistent calculation the density responds. Let \(\rho\) minimise \(E[V;\cdot]\) and \(\tilde\rho\) minimise \(E[\tilde V;\cdot]\) over the same set of densities, with \(E\) linear in \(V\). Using \(\rho\) as a trial density for \(\tilde V\) gives \(E[\tilde V;\tilde\rho]\le E[V;\rho]+\int\rho\,\delta V\). Using \(\tilde\rho\) for \(V\) gives \(E[V;\rho]\le E[\tilde V;\tilde\rho]-\int\tilde\rho\,\delta V\). Together,

\[
\int\tilde\rho\,\delta V\le\Delta E_{\rm tot}\le\int\rho\,\delta V .
\]

Along \(V+\lambda\,\delta V\), stationarity gives \(dE/d\lambda=\int\rho_\lambda\,\delta V\). If \(\rho_\lambda\) is smooth in \(\lambda\), the trapezoid rule on \([0,1]\) yields the midpoint of the bracket with an error of third order in \(\delta V\). The width of the bracket is second order, so (8) is also the leading error of the total energy.

## A worked example

The model has four ions with \(Z=2\) in a cubic cell of 5 Å, and \(v(r)=-Z\,\mathrm{erf}(r/\sqrt2\sigma)/r+A_ce^{-r^2/2\sigma^2}\) with \(\sigma=0.5\) Å and \(A_c=40\) eV, so that \(v(G)=[-4\pi Z/G^2+(2\pi)^{3/2}\sigma^3A_c]\,e^{-\sigma^2G^2/2}\). The fractional positions, times 48, are (1, 2, −1), (2, 25, 23), (25, 1, 26) and (23, 26, −2), slightly off the fcc sites. No entry is divisible by 3, so on grids \(K=16,32,64\) each \(u\) modulo 1 is \(\tfrac13\) or \(\tfrac23\). These share \(\beta_n\) and \(|B_{n-1}|\), being cosine and sine series, and the leading terms scale as pure powers of \(h\). The density of the 8 electrons minimises the Thomas-Fermi, von Weizsäcker, Hartree and ion-electron energy, without exchange-correlation, on the \(16^3\) grid with \(h=0.3125\) Å. On the grid points it lies between 0.041 and 0.078 Å⁻³, and it dips to 0.040 Å⁻³ at an ion, which sits between grid points. It gives \(E_{ie}=-1.3868\) eV from \(\mathbf G\neq0\).

Take \(n=4\), \(K=16\) and the mode \((2,0,0)\), so \(x=\tfrac18\) and \(\theta=\pi/4\). An ion with \(w=\tfrac13\) has weights 0.006173, 0.370370, 0.574074 and 0.049383, which add to 1. Recursion (3) gives \(M_4(1),M_4(2),M_4(3)=\tfrac16,\tfrac23,\tfrac16\), so \(1/b=e^{2i\theta}(\tfrac23+\tfrac13\cos\theta)=i(\tfrac23+\tfrac{\sqrt2}6)\) and \(b=-1.108194\,i\). The direct sum is \(S=3.763803-0.758819i\) and the spline result is \(3.760457-0.758110i\). The real part changes by \(-0.003346/3.763803=-8.9\times10^{-4}\) of itself. With \(\beta_4(\tfrac13)=2.0576\times10^{-3}\) and \(\beta_6(\tfrac13)=-4.9535\times10^{-5}\), the \(j=0\) term of (7) is \(-\theta^4\beta_4=-7.8\times10^{-4}\) and the \(j=2\) term is \(+10\,\theta^6\beta_6=-1.2\times10^{-4}\). Their sum, \(-9.0\times10^{-4}\), omits the odd terms and the higher even ones.

For the energy, \(\sum_{\kappa,i}\partial_i^4\varphi=-90.835\) eV/Å⁴, and (8) gives

\[
\delta E\approx-(0.3125)^4\times2.0576\times10^{-3}\times(-90.835)=1.782\times10^{-3}\ \text{eV}.
\]

The computed error for the cell is \(2.256\times10^{-3}\) eV, or 0.16% of \(|E_{ie}|\). The sign is the one linear response would give, though its validity for this density is not tested: there \(\rho_{\mathbf G}=\chi V(\mathbf G)\) with \(\chi<0\), each mode contributes a negative \(c_{\mathbf G}S\), and the negative leading \(\varepsilon\), common to all ions here, weakens the attraction. With the density relaxed in \(\tilde V\), the bracket runs from \(2.2401\times10^{-3}\) to \(2.2556\times10^{-3}\) eV; \(\Delta E_{\rm tot}=2.247863\times10^{-3}\) eV lies inside, and the midpoint is \(2.247861\times10^{-3}\) eV.

Holding this density fixed and refining the grid used for \(\tilde S\) gives the following, with \(\delta E\) and \(\delta V\) in eV and \(\delta F\) in eV/Å. The maximum of \(|\delta V|\) is taken over the points of each grid. Between them, near the ions, the Fourier sum for \(\delta V\) reaches larger values: by factors of 1.5, 1.7 and 2.0 for \(n=4,6,8\) on \(K=16\), by 6 to 8% on \(K=32\), and by less than 2% on \(K=64\). The largest exact ion-electron force component is 0.855 eV/Å.

| \(n\), \(K\) | \(\delta E\) | Eq. (8) | max \(\lvert\delta V\rvert\) | max \(\lvert\delta F\rvert\) |
|---|---|---|---|---|
| 4, 16 | 2.26e-3 | 1.78e-3 | 9.92e-2 | 1.79e-3 |
| 4, 32 | 1.19e-4 | 1.11e-4 | 5.83e-3 | 1.97e-4 |
| 4, 64 | 7.05e-6 | 6.96e-6 | 3.47e-4 | 2.40e-5 |
| 6, 16 | 7.97e-5 | 4.46e-5 | 1.09e-2 | 6.72e-5 |
| 6, 32 | 8.22e-7 | 6.97e-7 | 9.88e-5 | 1.50e-6 |
| 6, 64 | 1.13e-8 | 1.09e-8 | 1.20e-6 | 4.29e-8 |
| 8, 16 | 3.39e-6 | 1.39e-6 | 1.95e-3 | 2.98e-6 |
| 8, 32 | 7.29e-9 | 5.44e-9 | 2.65e-6 | 1.36e-8 |
| 8, 64 | 2.28e-11 | 2.13e-11 | 6.11e-9 | 8.93e-11 |

The orders observed between \(K=32\) and 64, for \(n=4,6,8\), are 4.08, 6.18 and 8.32 for the energy and 3.05, 5.12 and 7.23 for the norm of the force error. They exceed \(n\) and \(n-1\) because the coarser grid carries larger higher-order terms: the numerical check asserts that series (7) with 21 terms reproduces both errors on these two grids to 1% of their size plus a rounding allowance of \(2\times10^{-14}\) hartree for the energy and \(10^{-13}\) hartree/bohr for the force norm; for \(n=8\), \(K=64\) that allowance is itself a few per cent of the error. On the \(16^3\) grid the leading term falls short of \(\delta E\) by factors of 1.3, 1.8 and 2.4, so it should not be read as a safe estimate there.

The potential has orders 4.07, 6.36 and 8.76 on the grid points, and 4.16, 6.44 and 8.84 when the maximum is also sought between them; by the second measure it is further from its asymptote than the energy for all three orders. On \(K=16\), each step of two in \(n\) gains a factor of 9 and then 6 in \(\delta V\) on the grid points (8 and then 5 for the maximum between them), against 28 and 24 in \(\delta E\). A plausible reason, not tested separately, is that \(\delta V\) lacks the decaying factor \(\rho_{\mathbf G}\) and so samples larger \(x\). For the Gaussian part of \(v\), the series was tested against real-space Hermite derivatives on \(K=32\): the largest error is 7.525e-3 eV against 7.530e-3 eV predicted for \(n=4\), and 1.168e-4 eV from both for \(n=6\). Bound (6) holds in all nine cases and lies 5 to 10 times above the largest error on the grid points.

The gain in cost has a threshold. At four ions per \(16^3\) points and \(n=6\), against a direct sum organised as a matrix product, the times on one machine were 0.50 ms direct and 1.38 ms spline for \(N=32\), 3.97 and 3.93 ms for \(N=108\), and 77 and 20 ms for \(N=500\). The exponents of time in \(N\) between the end points are 1.83 and 0.97. Timings this short do not fix the second well enough to tell \(N\) from \(N\log N\). In this implementation the direct sum, which has no spline error, is also the faster one at the smallest size, and the two costs meet near a hundred ions.

## Table of computed values

```
single mode, dimensionless: n, x, A, eps(1/2), rms eps, leading |eps(1/2)|
  4 0.125 6.1045e-04 -1.1517e-03 7.5445e-04 9.9090e-04
  4 0.250 1.4678e-02 -2.7728e-02 1.8973e-02 1.5854e-02
  4 0.375 1.3947e-01 -2.3835e-01 1.6718e-01 8.0263e-02
  4 0.500 1.0294e+00 -1.0000e+00 7.0723e-01 2.5367e-01
  6 0.125 1.0524e-05 -2.0786e-05 1.3659e-05 1.5281e-05
  6 0.250 1.4471e-03 -2.8690e-03 1.9921e-03 9.7798e-04
  6 0.375 4.7247e-02 -8.9909e-02 6.3406e-02 1.1140e-02
  6 0.500 1.0029e+00 -1.0000e+00 7.0711e-01 6.2590e-02
  8 0.125 1.9725e-07 -3.9343e-07 2.6370e-07 2.3846e-07
  8 0.250 1.5518e-04 -3.0992e-04 2.1749e-04 6.1045e-05
  8 0.375 1.6835e-02 -3.3097e-02 2.3387e-02 1.5645e-03
  8 0.500 1.0003e+00 -1.0000e+00 7.0711e-01 1.5627e-02
eps ratio n=12 over n=10 at x=1/4: 0.11069, limit 0.11111
model: L 5.00 A, Z 2, sigma 0.50 A, A_c 40.0 eV, electrons 8
fractional positions times 48: [[1, 2, -1], [2, 25, 23], [25, 1, 26], [23, 26, -2]]
Gaussian part K=32 n=4: max dV 7.5248e-03 eV, Hermite series 7.5300e-03 eV
Gaussian part K=32 n=6: max dV 1.1680e-04 eV, Hermite series 1.1681e-04 eV
K=16: h 0.3125 A, electronic energy (G!=0) 27.295875 eV, E_ie -1.386756 eV
density min 0.04117, max 0.07813 1/A^3; V range -3.4307 to 14.8645 eV
n=4 bracket: lower 2.240115e-03, dE_tot 2.247863e-03, upper 2.255608e-03, midpoint 2.247861e-03 eV
M_4(1/3+j), j=0..3: [0.006173, 0.37037, 0.574074, 0.049383]
mode m=(2,0,0), K=16, n=4: b 0.000000-1.108194j, A 6.1045e-04, v 9.7408 eV A^3
  S 3.763803-0.758819j, spline S 3.760457-0.758110j
largest exact ion-electron force component 0.85529 eV/A
n K | dE, leading dE (eV, cell) | max dV, bound (eV) | max dF, leading (eV/A)
  4 16 | 2.2556e-03 1.7824e-03 | 9.917e-02 7.655e-01 | 1.791e-03 1.516e-03
  4 32 | 1.1913e-04 1.1140e-04 | 5.830e-03 3.365e-02 | 1.969e-04 1.895e-04
  4 64 | 7.0548e-06 6.9627e-06 | 3.471e-04 1.916e-03 | 2.399e-05 2.369e-05
  n=4: orders 32->64 E 4.08 V 4.07 F 3.05; (B_n(1/3)-B_n)/n! 2.0576e-03; sum d^n phi -9.0835e+01 eV/A^4
  6 16 | 7.9721e-05 4.4633e-05 | 1.086e-02 8.701e-02 | 6.724e-05 4.222e-05
  6 32 | 8.2246e-07 6.9739e-07 | 9.884e-05 5.309e-04 | 1.497e-06 1.319e-06
  6 64 | 1.1314e-08 1.0897e-08 | 1.200e-06 6.359e-06 | 4.287e-08 4.123e-08
  n=6: orders 32->64 E 6.18 V 6.36 F 5.12; (B_n(1/3)-B_n)/n! -4.9535e-05; sum d^n phi 9.6748e+02 eV/A^6
  8 16 | 3.3882e-06 1.3936e-06 | 1.946e-03 1.844e-02 | 2.984e-06 1.358e-06
  8 32 | 7.2903e-09 5.4438e-09 | 2.645e-06 1.368e-05 | 1.361e-08 1.061e-08
  8 64 | 2.2802e-11 2.1265e-11 | 6.106e-09 3.147e-08 | 8.930e-11 8.287e-11
  n=8: orders 32->64 E 8.32 V 8.76 F 7.23; (B_n(1/3)-B_n)/n! 1.2399e-06; sum d^n phi -1.2358e+04 eV/A^8
N 32 K 32: direct 0.50 ms, spline 1.38 ms
N 108 K 48: direct 3.97 ms, spline 3.93 ms
N 500 K 80: direct 77.03 ms, spline 19.90 ms
measured exponent of time in N: direct 1.83, spline 0.97
```
